# Least-Squares Fock-Matrix Extrapolation: Truncation Error against Noise Amplification: verification in Python

```python
"""Least-squares polynomial extrapolation of Fock matrices: result under test.
A polynomial of degree M is fitted to N past values F(-j h), j=1..N, and read
at t=0, giving sum_j w_j F(-j h).  With n = M+1 the claims are
  w_j   = -sum_k (-1)^k C(n,k) b_(j-k),
  b_i   = C(i+n-1,n-1) C(N-i,n) / C(N,n),  0 <= i <= N-n,
  error = kappa h^n F^(n)(xi),  kappa = C(N+n,n)/C(2n,n),
  G     = sum_j w_j^2 = C(N+n,n)/C(N,n) - 1   (white-noise variance gain).
theta = omega*h is the phase advance of a vibration in one time step.
Energies are in hartree (Eh), times in fs.
"""
from math import comb, factorial, pi, sqrt
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.linalg import null_space


def fit_weights(M, N):
    """Response of the fitted value at t=0 to a unit change of each datum."""
    x = np.arange(1, N + 1) / N
    V = np.vander(x, M + 1, increasing=True)
    return np.linalg.lstsq(V, np.eye(N), rcond=None)[0][0]


def closed_weights(M, N):
    n = M + 1
    b = [sp.Rational(comb(i + n - 1, n - 1) * comb(N - i, n), comb(N, n))
         for i in range(N - n + 1)]
    return [-sum((-1)**k * comb(n, k) * b[j - k]
                 for k in range(n + 1) if 0 <= j - k <= N - n)
            for j in range(1, N + 1)]


def kappa(M, N):
    return comb(N + M + 1, M + 1) / comb(2 * M + 2, M + 1)


def noise_gain(M, N):
    return comb(N + M + 1, M + 1) / comb(N, M + 1) - 1


def transfer_error(w, theta):
    j = np.arange(1, len(w) + 1)
    return abs(1 - np.sum(w * np.exp(-1j * theta * j)))


# Exact rational normal equations against the closed forms
for M in range(5):
    n = M + 1
    for N in range(n, 10):
        V = sp.Matrix(N, n, lambda a, k: (a + 1)**k)
        unit = sp.Matrix([1] + [0] * M)
        exact = list(V * (V.T * V).LUsolve(unit))
        assert exact == closed_weights(M, N)
        assert sum(x**2 for x in exact) == sp.Rational(
            comb(N + n, n), comb(N, n)) - 1
        monomial_error = -sum(x * sp.Integer(-(j + 1))**n
                              for j, x in enumerate(exact)) / factorial(n)
        assert monomial_error == sp.Rational(comb(N + n, n), comb(2 * n, n))

# Minimal norm, mean-value range, frequency bound, feedback stability
for M in range(5):
    n = M + 1
    for N in range(n, 13):
        w = fit_weights(M, N)
        j = np.arange(1, N + 1)
        if N > n:
            V = np.vander(j / N, n, increasing=True)
            assert np.max(abs(null_space(V.T).T @ w)) < 1e-9
        h = 0.2
        derivative = (1 - np.sum(w * np.exp(-h * j))) / (kappa(M, N) * h**n)
        assert np.exp(-N * h) < derivative < 1
        for theta in (0.1, 0.5, 1.3, 2.9):
            bound = kappa(M, N) * (2 * np.sin(theta / 2))**n
            assert transfer_error(w, theta) <= bound * (1 + 1e-8) + 1e-10
        for sign in (-1, 1):
            r = sign * 0.99 / np.sum(abs(w))
            assert np.max(abs(np.roots(np.r_[1, -r * w]))) < 1
    w = fit_weights(M, n)
    r = -1.01 / (2**n - 1)
    assert np.max(abs(np.roots(np.r_[1, -r * w]))) > 1

print("weights M=1 N=4:", *closed_weights(1, 4))
print("weights M=3 N=6:", *closed_weights(3, 6))
print("Degree M=3: window, truncation factor, noise factor, sum|w|")
for N in (4, 6, 8, 12, 16):
    print(f" N={N:2d} kappa={kappa(3, N):7.3f} sqrt(G)="
          f"{sqrt(noise_gain(3, N)):6.3f}"
          f" sum|w|={np.sum(abs(fit_weights(3, N))):7.3f}")

# One oscillating element with white noise in the stored values
amplitude, period, step = 0.01, 20.0, 0.5
theta = 2 * pi * step / period
print(f"Oscillation: A={amplitude} Eh, period={period} fs, h={step} fs,"
      f" theta={theta:.5f} rad")
print("Best N up to 20; rms errors in Eh")
best = {}
for sigma in (1e-7, 1e-4):
    for M in (1, 3, 5):
        table = []
        for N in range(M + 1, 21):
            w = fit_weights(M, N)
            trunc = amplitude / sqrt(2) * transfer_error(w, theta)
            noise = sigma * np.linalg.norm(w)
            table.append((np.hypot(trunc, noise), N, trunc, noise))
        best[sigma, M] = min(table)
        total, N, trunc, noise = best[sigma, M]
        print(f" sigma={sigma:.0e} M={M} N={N:2d} trunc={trunc:.2e}"
              f" noise={noise:.2e} total={total:.2e}")
for M in (1, 3, 5):
    assert best[1e-4, M][1] >= best[1e-7, M][1]
to_meV = 1000 * physical_constants["Hartree energy in eV"][0]
print(f" M=3, sigma=1e-4 Eh: total={best[1e-4, 3][0] * to_meV:.3f} meV")

# Random phases and random noise against the predicted rms error
rng = np.random.default_rng(7)
total, N = best[1e-4, 3][:2]
phase = rng.uniform(0, 2 * pi, 60000)
data = amplitude * np.cos(phase[:, None] - theta * np.arange(1, N + 1))
data += 1e-4 * rng.standard_normal(data.shape)
sampled = sqrt(np.mean((amplitude * np.cos(phase)
                        - data @ fit_weights(3, N))**2))
assert abs(sampled / total - 1) < 0.02
print(f" same case, random sampling: total={sampled:.2e} Eh")

# Long-window estimate of the optimum against a direct search
slow, ratio, n = 1e-4, 3.3e-4, 2
T = slow**n * factorial(n) / factorial(2 * n) / sqrt(2)
estimate = (n * ratio**2 / (2 * T**2))**(1 / (2 * n + 1))
search = []
for N in range(120, 320):
    w = fit_weights(n - 1, N)
    search.append((transfer_error(w, slow)**2 / 2
                   + ratio**2 * np.sum(w**2), N))
found = min(search)[1]
assert abs(found / estimate - 1) < 0.02
print(f"Long window M=1 theta={slow:.0e} sigma/A={ratio:.1e}:"
      f" N*={estimate:.1f}, search {found}")

# Driven mean-field chain: six sites, three doubly occupied orbitals
sites = np.arange(6)
U, hop0, stagger = 0.08, 0.10, 0.05
hop_mod, site_mod, hop_period, site_period = 0.2, 0.02, 40.0, 25.0
steps, start = 240, 20


def bare(time):
    onsite = stagger * (-1.0)**sites + site_mod * np.cos(
        2 * pi * time / site_period + sites)
    hop = -hop0 * (1 + hop_mod * np.cos(
        2 * pi * time / hop_period + sites[:-1]))
    return np.diag(onsite) + np.diag(hop, 1) + np.diag(hop, -1)


def projector(F):
    occupied = np.linalg.eigh(F)[1][:, :3]
    return occupied @ occupied.T


def scf(H, F, tol):
    for count in range(1, 400):
        new = H + U * np.diag(np.diag(projector(F)))
        change = np.max(abs(new - F))
        F = new
        if change < tol:
            return F, count
    raise RuntimeError("SCF not converged")


cores = [bare(k * step) for k in range(steps)]
reference = []
for H in cores:
    guess = reference[-1] if reference else H
    reference.append(scf(H, guess, 1e-13)[0])
reference = np.array(reference)


def extrapolate(w, history, k):
    return sum(w[j - 1] * history[k - j] for j in range(1, len(w) + 1))


contraction = 0.0
for F in reference[::10]:
    jac = np.zeros((6, 6))
    for s in sites:
        shift = np.zeros((6, 6))
        shift[s, s] = 1e-5
        jac[:, s] = U * np.diag(projector(F + shift)
                                - projector(F - shift)) / 2e-5
    values = np.linalg.eigvals(jac).real
    extreme = values[np.argmax(abs(values))]
    if abs(extreme) > abs(contraction):
        contraction = extreme
assert abs(contraction) < 1

print(f"Chain: 6 sites, 6 electrons, U={U} Eh, hopping={hop0} Eh,"
      f" stagger={stagger} Eh")
print(f" hopping modulation {hop_mod} (fraction), {hop_period} fs;"
      f" site {site_mod} Eh, {site_period} fs")
print(f" h={step} fs, {steps} steps, first {start} not counted;"
      f" SCF factor={contraction:.3f}")
print("Rms over steps of largest element error (Eh); stored = maximum")
mean_count = {}
for tol in (1e-4, 1e-9):
    for M, N in ((0, 1), (1, 2), (3, 4), (3, 8), (5, 6), (5, 12)):
        w = fit_weights(M, N)
        stored, errors, truncs, counts = [], [], [], []
        for k, H in enumerate(cores):
            if k < start:
                guess = stored[-1] if stored else H
            else:
                guess = extrapolate(w, stored, k)
                ideal = extrapolate(w, reference, k)
                errors.append(np.max(abs(guess - reference[k])))
                truncs.append(np.max(abs(ideal - reference[k])))
            F, count = scf(H, guess, tol)
            stored.append(F)
            if k >= start:
                counts.append(count)
        stored_error = np.max(abs(np.array(stored) - reference))
        limit = kappa(M, N) * np.max(abs(np.diff(reference, M + 1, axis=0)))
        assert max(truncs) <= limit * (1 + 1e-8) + 1e-11
        assert max(errors) <= (limit + np.sum(abs(w)) * stored_error
                               ) * (1 + 1e-8) + 1e-11
        mean_count[tol, M, N] = np.mean(counts)
        print(f" tol={tol:.0e} M={M} N={N:2d} guess="
              f"{sqrt(np.mean(np.square(errors))):.1e} trunc="
              f"{sqrt(np.mean(np.square(truncs))):.1e}"
              f" stored={stored_error:.1e} iter={np.mean(counts):.2f}")
assert mean_count[1e-9, 3, 4] < mean_count[1e-9, 0, 1]

# Idempotency: extrapolated density against density from extrapolated Fock
densities = np.array([projector(F) for F in reference])
w = fit_weights(3, 4)
direct, via_fock = 0.0, 0.0
for k in range(start, steps):
    P = extrapolate(w, densities, k)
    direct = max(direct, np.max(abs(P @ P - P)))
    P = projector(extrapolate(w, reference, k))
    via_fock = max(via_fock, np.max(abs(P @ P - P)))
assert via_fock < 1e-12 and direct > 1e-9
print(f"Max |PP-P|, M=3 N=4: density extrapolated {direct:.1e},"
      f" Fock extrapolated {via_fock:.1e}")
print("checks complete")
```

Printed output:

```
weights M=1 N=4: 1 1/2 0 -1/2
weights M=3 N=6: 8/3 -4/3 -4/3 1/3 4/3 -2/3
Degree M=3: window, truncation factor, noise factor, sum|w|
 N= 4 kappa=  1.000 sqrt(G)= 8.307 sum|w|= 15.000
 N= 6 kappa=  3.000 sqrt(G)= 3.606 sum|w|=  7.667
 N= 8 kappa=  7.071 sqrt(G)= 2.464 sum|w|=  5.286
 N=12 kappa= 26.000 sqrt(G)= 1.636 sum|w|=  4.192
 N=16 kappa= 69.214 sqrt(G)= 1.289 sum|w|=  3.632
Oscillation: A=0.01 Eh, period=20.0 fs, h=0.5 fs, theta=0.15708 rad
Best N up to 20; rms errors in Eh
 sigma=1e-07 M=1 N= 2 trunc=1.74e-04 noise=2.24e-07 total=1.74e-04
 sigma=1e-07 M=3 N= 4 trunc=4.29e-06 noise=8.31e-07 total=4.37e-06
 sigma=1e-07 M=5 N= 9 trunc=5.66e-07 noise=7.65e-07 total=9.52e-07
 sigma=1e-04 M=1 N= 2 trunc=1.74e-04 noise=2.24e-04 total=2.83e-04
 sigma=1e-04 M=3 N=11 trunc=8.08e-05 noise=1.77e-04 total=1.95e-04
 sigma=1e-04 M=5 N=20 trunc=2.42e-05 noise=2.22e-04 total=2.24e-04
 M=3, sigma=1e-4 Eh: total=5.297 meV
 same case, random sampling: total=1.95e-04 Eh
Long window M=1 theta=1e-04 sigma/A=3.3e-04: N*=199.2, search 199
Chain: 6 sites, 6 electrons, U=0.08 Eh, hopping=0.1 Eh, stagger=0.05 Eh
 hopping modulation 0.2 (fraction), 40.0 fs; site 0.02 Eh, 25.0 fs
 h=0.5 fs, 240 steps, first 20 not counted; SCF factor=-0.372
Rms over steps of largest element error (Eh); stored = maximum
 tol=1e-04 M=0 N= 1 guess=2.3e-03 trunc=2.3e-03 stored=2.3e-05 iter=3.42
 tol=1e-04 M=1 N= 2 guess=2.9e-04 trunc=2.8e-04 stored=2.2e-05 iter=2.00
 tol=1e-04 M=3 N= 4 guess=1.0e-04 trunc=4.5e-06 stored=2.7e-05 iter=1.58
 tol=1e-04 M=3 N= 8 guess=2.9e-05 trunc=3.2e-05 stored=2.2e-05 iter=1.00
 tol=1e-04 M=5 N= 6 guess=4.9e-04 trunc=8.6e-08 stored=2.6e-05 iter=2.72
 tol=1e-04 M=5 N=12 guess=5.8e-05 trunc=1.7e-06 stored=2.7e-05 iter=1.22
 tol=1e-09 M=0 N= 1 guess=2.3e-03 trunc=2.3e-03 stored=2.6e-10 iter=13.05
 tol=1e-09 M=1 N= 2 guess=2.8e-04 trunc=2.8e-04 stored=2.7e-10 iter=11.47
 tol=1e-09 M=3 N= 4 guess=4.5e-06 trunc=4.5e-06 stored=2.7e-10 iter=7.83
 tol=1e-09 M=3 N= 8 guess=3.2e-05 trunc=3.2e-05 stored=2.7e-10 iter=9.51
 tol=1e-09 M=5 N= 6 guess=8.6e-08 trunc=8.6e-08 stored=2.6e-10 iter=4.54
 tol=1e-09 M=5 N=12 guess=1.7e-06 trunc=1.7e-06 stored=2.6e-10 iter=6.97
Max |PP-P|, M=3 N=4: density extrapolated 7.7e-06, Fock extrapolated 1.2e-15
checks complete
```
